Contact resistivity from the thermionic-emission current at zero bias

**Problem**

A metal makes a uniform contact to an n-type semiconductor. Electrons cross the barrier between them by thermionic emission, and the current density is

J(V) = A T² exp(−φ/kT) [exp(qV/kT) − 1].

Here q is the positive elementary charge, k is Boltzmann's constant and V is the voltage across the barrier, positive in the forward direction. The barrier φ is an energy, measured from the Fermi level of the metal to the barrier top at zero bias. The specific contact resistivity ρc is the inverse of dJ/dV at V = 0.

Take φ = 0.30 eV, T = 300 K and A = 120 A/(cm² K²).

(a) Show how the current law arises for free electrons.
(b) Derive ρc, and decide whether a bias-dependent barrier would change it.
(c) Calculate ρc and the resistance of a square contact of side 10 µm.
(d) How small must the test voltage be for a 1 % error in conductance?
(e) How sensitive is ρc to φ and T?
(f) Which neglected effects matter for lightly doped silicon?

**Hints**

1. Two opposite streams of electrons cross the barrier top. The bias changes the population of one of them.
2. The bracket in J(V) vanishes at V = 0, but its derivative does not.
3. Calculate kT/q in volts first. The exponent and the prefactor both follow from it.
4. For (d), expand in v = qV/kT, and compare one polarity with the mean of both.
5. For (e), differentiate ln ρc.

**Solution**

**(a) The current law**

Let x point across the barrier. An electron at the barrier top with momentum p has kinetic energy p²/2m. If the top lies an energy B above the Fermi level of the side it comes from, and B is much larger than kT, its state is occupied with probability exp[−(B + p²/2m)/kT]. With two spin states per phase-space volume h³, the one-way current density is

J₁(B) = (2q/h³) ∫ (p_x/m) exp[−(B + p²/2m)/kT] dp_x dp_y dp_z, with p_x > 0.

The integrals over p_y and p_z each give √(2πmkT). The remaining one is

∫₀^∞ (p_x/m) exp(−p_x²/2mkT) dp_x = kT,

because the integrand is the derivative of −kT exp(−p_x²/2mkT). The product is

J₁(B) = (2q/h³)(2πmkT)(kT) exp(−B/kT) = A T² exp(−B/kT), with A = 4πqmk²/h³.

For the free-electron mass this constant is 120.17 A/(cm² K²), close to the value given.

Electrons from the metal see B = φ. A forward voltage raises the electrons of the semiconductor by qV, so they see B = φ − qV. The difference of the two streams is

J = A T² {exp[−(φ − qV)/kT] − exp(−φ/kT)},

which is the stated law once exp(−φ/kT) is taken out. At V = 0 the streams are equal and opposite. The contact still has a finite conductance, because a small voltage unbalances them in proportion to V.

**(b) The derivative**

Only the exponential in the bracket depends on V, and its derivative brings down q/kT:

dJ/dV = A T² exp(−φ/kT) (q/kT) exp(qV/kT).

At V = 0 the last factor is 1, and one power of T cancels:

dJ/dV at V = 0 = (qAT/k) exp(−φ/kT).

The inverse is

ρc = [k/(qAT)] exp(φ/kT).

The units follow from k/q in V/K and AT in A/(cm² K). Their ratio is V cm²/A, or ohm cm².

Now let the barrier depend on bias, φ = φ(V), with a finite derivative φ′. The product rule gives

dJ/dV = A T² exp(−φ/kT) {−(φ′/kT)[exp(qV/kT) − 1] + (q/kT) exp(qV/kT)}.

The first term vanishes at V = 0. The slope there depends on φ(0) but not on φ′, so ρc is unchanged. Away from zero bias the first term does contribute.

The formula needs φ much larger than kT. As φ approaches zero it would tend to k/(qAT), but the Boltzmann occupation used in (a) has failed by then.

**(c) The numbers**

At 300 K, kT/q = 25.852 mV. The exponent is

φ/kT = 0.30/0.025852 = 11.6045, so exp(φ/kT) = 1.0959 × 10⁵.

The prefactor can be written as (kT/q)/(AT²):

k/(qAT) = 0.025852 V / (120 × 300² A/cm²) = 2.3937 × 10⁻⁹ ohm cm².

Therefore

ρc = 2.3937 × 10⁻⁹ × 1.0959 × 10⁵ = 2.62 × 10⁻⁴ ohm cm² = 2.62 × 10⁴ ohm µm².

The same result follows from the saturation current density J₀ = AT² exp(−φ/kT) = 98.55 A/cm², since ρc = (kT/q)/J₀.

A square of side 10 µm has an area of 10⁻⁶ cm². If the current crosses it uniformly, its resistance is 2.62 × 10⁻⁴/10⁻⁶ = 262 ohm.

As a test of the derivation, the momentum integral was evaluated numerically with full Fermi functions and then differentiated at zero bias. With the free-electron constant it gives 2.620 × 10⁻⁴ ohm cm². The small difference from 2.623 × 10⁻⁴ comes from using 120.17 instead of 120.

**(d) The test voltage**

With v = qV/kT, the conductance J/V from one polarity, divided by its zero-bias value, is

(eᵛ − 1)/v = 1 + v/2 + v²/6 + …

A 1 % excess needs v ≈ 0.02. The full expression gives V = 0.51 mV in the forward direction.

For the mean of the conductances at +V and −V, the terms odd in v cancel:

½[(eᵛ − 1)/v + (1 − e⁻ᵛ)/v] = sinh(v)/v = 1 + v²/6 + …

Now 1 % corresponds to v ≈ √0.06 = 0.245, and the full expression gives 6.3 mV.

At 5 mV the model currents are 21.03 A/cm² forward and −17.33 A/cm² in reverse. The ratios V/J are 2.38 × 10⁻⁴ and 2.89 × 10⁻⁴ ohm cm², about 9 % below and 10 % above ρc. The mean conductance gives

ρ = 2 × 0.005/(21.03 + 17.33) = 2.607 × 10⁻⁴ ohm cm²,

which is 0.6 % below ρc. These voltages are those across the barrier itself, without any drop in leads or bulk.

**(e) Sensitivity**

Take the logarithm:

ln ρc = ln(k/qA) − ln T + φ/kT.

At fixed T, d ln ρc/dφ = 1/kT. A finite shift of +10 meV multiplies ρc by exp(10/25.852) = 1.47, giving 3.86 × 10⁻⁴ ohm cm². A shift of −10 meV gives 1.78 × 10⁻⁴ ohm cm². A barrier known to 10 meV therefore fixes ρc to within a factor of about 1.5.

At fixed φ and A,

d ln ρc/dT = −1/T − φ/(kT²) = −(1 + φ/kT)/T = −12.6045/(300 K) = −4.2 % per kelvin.

**(f) Neglected effects in lightly doped silicon**

A barrier of roughly 0.3 eV is in the range of rare-earth silicides, such as erbium silicide, on n-type silicon. Take a doping N = 10¹⁶ cm⁻³ and rough silicon values: conduction-band density of states Nc = 2.8 × 10¹⁹ cm⁻³, mobility µ = 1200 cm²/Vs, relative permittivity 11.7, and transverse and longitudinal masses mt = 0.19 and ml = 0.92 in units of the free mass. Each effect below is taken alone, with φ = 0.30 eV held fixed.

*Fermi statistics.* Summing Fermi occupations over the transverse energies replaces exp(−φ/kT) in the zero-bias slope by ln[1 + exp(−φ/kT)]. Since ln(1 + y) ≈ y − y²/2, the relative reduction is about exp(−φ/kT)/2 = 4.6 × 10⁻⁶, which is negligible.

*Anisotropic mass.* In the integral of (a), the p_x part gives kT whatever the mass along x, while the transverse part gives 2πkT √(m_y m_z). Each valley thus contributes √(m_y m_z), in free masses, times the free-electron constant. On a (100) face two valleys have their long axis along x and four have it in the plane:

2mt + 4√(ml mt) = 0.38 + 1.672 = 2.05.

Multiplying A by this factor lowers ρc to 1.28 × 10⁻⁴ ohm cm². The value 120 is thus a free-electron value, not the one that the (100) silicon bands give. Quantum reflection and backscattering, which reduce the emission, are not included.

*Tunnelling.* The band bending is the barrier minus the distance from the bulk Fermi level to the band edge:

V_b = φ − kT ln(Nc/N) = 94.8 meV.

In the depletion approximation the barrier is a parabola, V_b(x/w)², with w = √(2εV_b/(q²N)) = 111 nm. Here ε is the permittivity of silicon and x runs from the depletion edge to the metal. For an electron of energy E = aV_b above the bulk band edge, the WKB transmission is D = exp(−S). With t = x/w,

S = (2w/ħ) √(2mV_b) ∫ √(t² − a) dt, from t = √a to 1.

The integral equals ½{√(1 − a) − a ln[(1 + √(1 − a))/√a]}. Inserting w gives

S = (V_b/E₀₀) {√(1 − a) − a ln[(1 + √(1 − a))/√a]}, with E₀₀ = (qħ/2) √(N/(mε)).

The electrons arriving per unit energy are weighted by exp(−E/kT). Relative to emission over the top, tunnelling therefore adds the fraction

(1/kT) ∫ D(E) exp[(V_b − E)/kT] dE, from 0 to V_b.

With the light mass mt for all electrons, E₀₀ = 1.25 meV and the integral is about 0.29. Taken alone, this would lower ρc to about 2.0 × 10⁻⁴ ohm cm². The parabola is crude here, because V_b is only 3.7 kT. Its field at the metal, 2V_b/(qw) = 1.71 × 10⁴ V/cm, exceeds the value found in Variation 2 with mobile electrons included. With that profile the fraction is about 0.25, and image-force rounding of the top lowers it to about 0.1. The estimate is appreciable although E₀₀ is far below kT, because electrons slightly below the top face a thin barrier. It is several times too high for an abrupt metal edge, because WKB gives D = 1 at the top and ignores the reflection of electron waves there. Reflection also turns back electrons above the top. It can outweigh tunnelling, so that the two together raise ρc. Since E₀₀ grows as √N, it reaches kT at N = 10¹⁶ × (25.852/1.25)² ≈ 4.3 × 10¹⁸ cm⁻³. Pure thermionic emission has clearly failed there.

*Transport to the barrier.* Electrons must also drift and diffuse through the depletion layer. Near zero bias a local resistivity 1/(qµn) applies, with n = N exp(−u), where u is the local band bending divided by kT. The excess over undepleted silicon is

ρ_dep = [1/(qµN)] ∫ (eᵘ − 1) dx.

Numerical integration gives 4.1 × 10⁻⁵ ohm cm², or 16 % of ρc, in series with it. Measured against the value 1.28 × 10⁻⁴ ohm cm² that includes the mass factor, it is 32 %. This shows only the order of magnitude. The barrier falls by kT within about 20 nm of the metal, which is less than the electron mean free path of a few tens of nanometres, so a local mobility is not justified there.

*Neutral silicon.* Its resistivity is 0.52 ohm cm, so a layer 1 µm thick adds 0.52 × 10⁻⁴ = 5.2 × 10⁻⁵ ohm cm². If the current flows straight down, a layer 5.0 µm thick adds as much as the contact itself. If the layer is much wider than the contact and the current is collected over its whole back face, the current also spreads sideways and the added resistance is smaller. On an insulating substrate the current must instead run along the layer, where 1 µm of this silicon has about 5200 ohm per square, and the added resistance can be far larger. A measurement must separate this part before it can report ρc.

The mass factor is the largest of the intrinsic corrections calculated here. Quantum reflection, which was not calculated, acts against it and can be of similar size. As a prediction for a real silicon contact, 2.6 × 10⁻⁴ ohm cm² is therefore good to a factor of two or three at best. Real barriers also vary over the contact area, and (e) shows the effect of even a 10 meV shift.

**Variation 1: the same contact at 85 °C**

Keep φ and A fixed and set T = 358.15 K. The ratio to the value at 300 K is

(300/358.15) exp[11.6045 × (300/358.15 − 1)] = 0.8376 × exp(−1.884) = 0.127.

Hence ρc = 0.127 × 2.623 × 10⁻⁴ = 3.3 × 10⁻⁵ ohm cm², nearly eight times lower. The coefficient of −4.2 % per kelvin cannot be carried over 58 K. Applied linearly it would give a negative resistivity. Held constant in the exponent it would give a factor exp(−2.44) = 0.087, which is too small, because the magnitude of the coefficient decreases as T rises.

**Variation 2: 0.30 eV is the barrier before image-force lowering**

An electron near the metal is attracted by its image charge, which lowers the barrier top. First find the field at the interface. Let u again be the band bending in units of kT, and measure distance ξ in Debye lengths L = √(εkT/(q²N)) = 40.9 nm. With donors and mobile electrons included, Poisson's equation is

d²u/dξ² = 1 − e⁻ᵘ.

Multiply by du/dξ and integrate from the bulk, where u and du/dξ vanish:

½(du/dξ)² = u + e⁻ᵘ − 1.

At the interface u = 94.8/25.852 = 3.667, so |du/dξ| = √(2 × 2.693) = 2.32. The field is

F = 2.32 × (kT/q)/L = 2.32 × 0.025852 V/(40.9 × 10⁻⁷ cm) = 1.47 × 10⁴ V/cm = 0.0147 MV/cm.

Take the field as uniform near the metal, which changes the lowering by only about 1 % and the resulting ρc in its third digit. At a distance s from the metal, the image force and the field together lower the electron energy, divided by q, by

g(s) = q/(16πεs) + Fs.

The barrier top is where g is smallest. Setting dg/ds = 0 gives s² = q/(16πεF). The two terms are then equal, and

g_min = 2√(qF/(16πε)) = √(qF/(4πε)) = 13.4 mV.

The effective barrier is 13.4 meV lower, so

ρc = 2.623 × 10⁻⁴ × exp(−13.4/25.852) = 1.56 × 10⁻⁴ ohm cm².

The statement of a barrier height must therefore say whether the lowering is included. The lowering also changes with bias, and near zero the barrier rises by about 47 meV per volt of forward bias in the uniform-field estimate. By (b), this does not affect the slope at the origin.

The numerical output lists the main values used here.

Computed results

```
INPUTS
barrier: 0.30 eV; temperature: 300 K
Richardson constant: 120 A/(cm^2 K^2)
free-electron Richardson constant: 120.17 A/(cm^2 K^2)
doping: 1.0e+16 cm^-3; density of states: 2.8e+19 cm^-3
mobility: 1200 cm^2/Vs; rel. permittivity: 11.7
masses, transverse and longitudinal: 0.19, 0.92 m0
MAIN RESULT
kT/q: 25.852 mV; phi/kT: 11.6045
exp(phi/kT): 1.0959e+05
prefactor k/(qAT): 2.3937e-09 ohm cm^2
saturation current density: 98.55 A/cm^2
zero-bias slope: 3812.0 S/cm^2
contact resistivity: 2.623e-04 ohm cm^2
same in ohm um^2: 2.623e+04 ohm um^2
from momentum integral, free A: 2.620e-04 ohm cm^2
square contact side: 10 um
its resistance: 262.3 ohm
MEASURING RANGE
1 % conductance error, forward only: 0.514 mV
1 % conductance error, both signs: 6.32 mV
test voltage: 5 mV
J forward, reverse: 21.03, -17.33 A/cm^2
V/J forward: 2.378e-04 ohm cm^2
V/J reverse: 2.885e-04 ohm cm^2
from mean conductance: 2.607e-04 ohm cm^2
SENSITIVITY
barrier +10 meV: 3.862e-04 ohm cm^2
barrier -10 meV: 1.782e-04 ohm cm^2
temperature coefficient: -4.20 %/K
at 358.15 K: 3.339e-05 ohm cm^2
NEGLECTED EFFECTS, EACH ALONE
Fermi statistics, slope reduced by: 4.6e-06 (relative)
Si (100) mass factor on A: 2.052
resistivity with that factor: 1.278e-04 ohm cm^2
band bending: 94.8 meV
Debye length: 40.9 nm
parabolic barrier width: 110.7 nm
interface field: 0.0147 MV/cm
image-force lowering: 13.4 meV
if 0.30 eV is the bare barrier: 1.560e-04 ohm cm^2
barrier shift with bias: 47.0 meV/V
tunnelling energy E00: 1.25 meV
WKB tunnelling adds to conductance: 28.6 %
with tunnelling: 2.039e-04 ohm cm^2
doping where E00 = kT: 4.3e+18 cm^-3
depletion-layer transport adds: 4.10e-05 ohm cm^2
that addition relative to rho_c: 15.6 %
neutral silicon resistivity: 0.520 ohm cm
1 um of neutral silicon adds: 5.20e-05 ohm cm^2
neutral thickness equal to rho_c: 5.04 um
```
